# The Z-vector method for gradients of a nonvariational energy, part 2

We seek the derivative of an energy $E(C,T,x)$ with respect to each of the $3N$ coordinates $x$ of $N$ atoms. $E$ need not be stationary in the orbital coefficients $C$. Three things are assumed: $E$ is stationary in the amplitudes $T$; its stationary value is invariant under occupied–occupied and virtual–virtual rotations; $A$ and the equations for $T$ are nonsingular.

Hartree atomic units are used. Orbitals are real and doubly occupied: $i,j,k$ occupied, $a,b,c$ virtual, $p,q,r,s$ any; $\mu,\nu,\lambda,\sigma$ label basis functions. With $D=2C_oC_o^T$ ($C_o$ the occupied columns), the reference SCF has

$$F=h+J[D]-\tfrac a2K[D]+V_{xc}[D],$$

where $J[M]_{\mu\nu}=\sum(\mu\nu|\lambda\sigma)M_{\lambda\sigma}$, $K[M]_{\mu\nu}=\sum(\mu\lambda|\nu\sigma)M_{\lambda\sigma}$, and the factor $a$ is the exact-exchange fraction. Canonical orbitals have energies $\varepsilon_p$ and satisfy

$$C^TSC=1,\qquad F_{ai}\equiv(C^TFC)_{ai}=0. \tag{2}$$

$G[\Delta]$ is the first-order change of $F$ when $D$ changes by $\Delta$. For symmetric $M,N$,

$$\mathrm{tr}\,MG[N]=\mathrm{tr}\,NG[M], \tag{3}$$
$$\mathrm{tr}\,M\delta D=4\sum_{pi}M_{pi}U_{pi}. \tag{8}$$

Here $dC/dx=CU$, $X_{pq}=\sum_\mu C_{\mu p}\,\partial E/\partial C_{\mu q}$ and $L_{ai}=X_{ai}-X_{ia}$. Superscript $(x)$ means fixed $C$ and $T$, and $S^x_{pq}=(C^TS^xC)_{pq}$, with occupied block $S^x_{oo}$. A bar, as in $\bar u_{ai}=\bar u_{ia}=U_{ai}$, marks a symmetric matrix with zero diagonal blocks. The response equations are

$$(AU)_{ai}\equiv(\varepsilon_a-\varepsilon_i)U_{ai}+G[2\bar u]_{ai}=B^x_{ai},\qquad B^x_{ai}=-F^{(x)}_{ai}+\varepsilon_iS^x_{ai}+G[2S^x_{oo}]_{ai}. \tag{9}$$

$A$ is symmetric, and $4A$ is the SCF Hessian. The gradient is

$$\frac{dE}{dx}=E^{(x)}-\tfrac12\sum_{ij}X_{ij}S^x_{ij}-\tfrac12\sum_{ab}X_{ab}S^x_{ab}-\sum_{ai}X_{ia}S^x_{ai}+\sum_{ai}L_{ai}U_{ai}, \tag{6}$$

or, with one solve,

$$\frac{dE}{dx}=E^{(x)}+\sum_{ai}z_{ai}F^{(x)}_{ai}-\sum_{pq}W_{pq}S^x_{pq},\qquad Az=-L. \tag{1}$$
$$(\varepsilon_a-\varepsilon_i)z_{ai}+4G[Z]_{ai}=-L_{ai},\qquad Z_{ai}=Z_{ia}=\tfrac12z_{ai},\quad Z_{ij}=Z_{ab}=0. \tag{10}$$
$$W_{ij}=\tfrac12X_{ij}+2G[Z]_{ij},\qquad W_{ab}=\tfrac12X_{ab},\qquad W_{ia}=W_{ai}=\tfrac12(X_{ia}+\varepsilon_iz_{ai}). \tag{11}$$

In A.7, $z$ and $W$ are the multipliers of (2) in

$$\mathcal L(C,T,z,W;x)=E(C,T,x)+\sum_{ai}z_{ai}F_{ai}-\sum_{pq}W_{pq}(C^TSC-1)_{pq},\qquad W=W^T .$$

Its first two stationarity lines are $X_{ij}+4G[Z]_{ij}=2W_{ij}$ and $X_{ab}=2W_{ab}$. There $\sum Z_{pq}F_{pq}$ varies by $2\sum(FZ)_{pq}U_{pq}+4\sum G[Z]_{pi}U_{pi}$. With $\lambda=(C,T,z,W)$ frozen over a step $h$,

$$\mathcal L(\lambda(x);x+h)-E(x+h)=O(h^2). \tag{12}$$

Freezing $C$ and $T$ and restoring orthonormality by Löwdin's symmetric rule gives instead

$$\frac{dE_{\text{Löwdin}}}{dx}-\frac{dE}{dx}=-\sum_{ai}L_{ai}\big(U_{ai}+\tfrac12S^x_{ai}\big). \tag{13}$$

## A.8 A concrete target energy

Take $E=E_{HF}[D]+cE_2+V_{nn}$, with $E_{HF}=\mathrm{tr}\,Dh+\frac12\mathrm{tr}\,D(J-\frac12K)$, the nuclear repulsion $V_{nn}$, and the closed-shell second-order doubles energy defined in canonical orbitals by

$$E_2=\sum\tilde T_{iajb}(ia|jb),\qquad T_{iajb}=\frac{(ia|jb)}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},\qquad\tilde T_{iajb}=2T_{iajb}-T_{ibja}.$$

With Hartree–Fock orbitals and $c=1$ this is MP2. With Kohn–Sham orbitals and $c=0$ it is the Hartree–Fock expression on those orbitals.

A form stationary in $T$ is needed. The product $\langle T,V\rangle=\sum\tilde T_{iajb}V_{iajb}$ is symmetric (relabel $a\leftrightarrow b$ in the exchange term) and positive definite, since the tilde map has eigenvalues 1 and 3 on arrays symmetric and antisymmetric in $a,b$. Let $I_{iajb}=(ia|jb)$ and

$$(\Delta T)_{iajb}=\sum_c(F_{ac}T_{icjb}+F_{bc}T_{iajc})-\sum_k(F_{ik}T_{kajb}+F_{jk}T_{iakb}).$$

The operator $\Delta$ is symmetric and commutes with the exchange of $a$ and $b$, so it is self-adjoint in this product. The Hylleraas functional $E_2^H=2\langle T,I\rangle+\langle T,\Delta T\rangle$ then has the variation $2\langle\delta T,I+\Delta T\rangle$, which vanishes for $\Delta T=-I$. In canonical orbitals this is the amplitude above, and the stationary value is $2\langle T,I\rangle-\langle T,I\rangle=E_2$. All indices are contracted in pairs, so rotating orbitals and amplitudes together within either space leaves $E_2^H$ unchanged, and the first two assumptions of A.2 hold. The third needs a nonsingular $A$ and nonzero denominators $\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$, which are the eigenvalues of $\Delta$. The pair symmetry $T_{iajb}=T_{jbia}$ makes the two virtual terms of $\langle T,\Delta T\rangle$ equal, and also the two occupied ones, so

$$E_2^H=2\sum\tilde T_{iajb}(ia|jb)+\sum_{pq}P_{pq}F_{pq},\qquad P_{ij}=-2\sum_{akb}T_{iakb}\tilde T_{jakb},\quad P_{ab}=2\sum_{ijc}T_{iajc}\tilde T_{ibjc},$$

with $P_{ai}=0$ and $F$ the Fock matrix of the reference SCF.

The matrix $X$ has three sources. First, $\delta E_{HF}=\mathrm{tr}\,F^{HF}\delta D$ with $F^{HF}=h+J-\frac12K$, the factor $\frac12$ of the quadratic term being cancelled by (3), and (8) gives $4F^{HF}_{pi}$. Second, $\delta(ia|jb)=\sum_p[U_{pi}(pa|jb)+U_{pa}(ip|jb)+U_{pj}(ia|pb)+U_{pb}(ia|jp)]$, in which pair symmetry makes the last two terms duplicate the first two, turning the prefactor 2 into 4. Third, $\sum P_{pq}F_{pq}$ varies as $\sum Z_{pq}F_{pq}$ did in A.7. Thus

$$X_{pi}=4F^{HF}_{pi}+c\Big[4\sum_{ajb}\tilde T_{iajb}(pa|jb)+4G[P]_{pi}+2\varepsilon_pP_{pi}\Big],$$
$$X_{pa}=c\Big[4\sum_{ijb}\tilde T_{iajb}(ip|jb)+2\varepsilon_pP_{pa}\Big].$$

At fixed $C$ and $T$,

$$E^{(x)}=\mathrm{tr}\,Dh^x+\tfrac12\mathrm{tr}\,D(J^x-\tfrac12K^x)+V_{nn}^x+c\Big[2\sum\tilde T_{iajb}(ia|jb)^{(x)}+\mathrm{tr}\,PF^{(x)}\Big].$$

Since $z\cdot F^{(x)}=\mathrm{tr}\,ZF^{(x)}$, the matrices $cP$ and $Z$ enter together as $Q=C(cP+Z)C^T$. Writing out $F^{(x)}$ removes the need to store it:

$$\frac{dE}{dx}=\mathrm{tr}(D+Q)h^x+\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma)^x+\mathrm{tr}\,QV^{(x)}_{xc}-\mathrm{tr}\,(CWC^T)S^x_{AO}+V^x_{nn},$$
$$\Gamma_{\mu\nu\lambda\sigma}=\tfrac12D_{\mu\nu}D_{\lambda\sigma}-\tfrac14D_{\mu\lambda}D_{\nu\sigma}+Q_{\mu\nu}D_{\lambda\sigma}-\tfrac a2Q_{\mu\lambda}D_{\nu\sigma}+2c\,\tilde T_{\mu\nu\lambda\sigma},$$

where $\tilde T_{\mu\nu\lambda\sigma}=\sum C_{\mu i}C_{\nu a}C_{\lambda j}C_{\sigma b}\tilde T_{iajb}$. The order of work is SCF, $T$ and $P$, $X$ and $L$, the solve (10), $W$ from (11), and one pass over derivative integrals.

A uniform field $\mathcal E$ adds $\mathcal E\cdot r$ to $h$ and $-\mathcal E\cdot\sum_A\mathcal Z_AR_A$ to $V_{nn}$ (nuclear charges $\mathcal Z_A$) and leaves the basis alone, so only the $h^x$ and $V_{nn}^x$ terms survive:

$$\mu=-\frac{dE}{d\mathcal E}=\sum_A\mathcal Z_AR_A-\mathrm{tr}\,(D+Q)\,r .$$

The matrix $D+Q$ is the relaxed density, and the same expression with $Z=0$ is the unrelaxed one.

Two limits are simple. For Hartree–Fock orbitals and $c=0$, $X_{pi}=4\varepsilon_i\delta_{pi}$ and $X_{pa}=0$, so $L=z=0$, $W_{ij}=2\varepsilon_i\delta_{ij}$, and (1) is the Pulay gradient. For Kohn–Sham orbitals and $c=0$, $L_{ai}=4F^{HF}_{ai}$ and $z=4\kappa$ with $\kappa=-A^{-1}F^{HF}$. The density change of the rotation $\kappa$ is $2\bar\kappa=\frac12\bar z=Z$, so $D+Z$ is, to first order in $\kappa$, the density after one quasi-Newton step toward the Hartree–Fock solution taken with the Kohn–Sham matrix $A$.

## A.9 Where the result fails or needs extension

If $A$ has a zero eigenvalue, as at the onset of a real closed-shell instability, (10) has no solution unless $L$ is orthogonal to the null vector, and near that point the component of $z$ along the normalized eigenvector $v$ with small eigenvalue $\alpha$ is $-L\cdot v/\alpha$. It grows as $1/\alpha$ when $L\cdot v$ stays nonzero, and it is zero when symmetry makes $L$ orthogonal to $v$. An indefinite but nonsingular $A$ leaves (1) valid, but conjugate gradients can then break down, and a solver made for symmetric indefinite systems is safer. Integer occupations are assumed throughout.

If $E$ is not invariant within a space, $X_{ij}$ or $X_{ab}$ generally has an antisymmetric part, and the first or second stationarity line of A.7 then cannot hold with symmetric $W$. With a frozen core, for example, the split into core $I$ and valence $j$ is fixed by $F_{Ij}=0$, which needs its own multiplier $z_{Ij}$. Amplitudes in which $E$ is not stationary need multipliers for their equations in the same way.

The vector $z$ belongs to one energy. Since (10) is linear in $L$, a further target on the same reference needs its own solve unless its $L$ is a linear combination of those already treated. Second derivatives need first-order responses $\lambda^x=d\lambda/dx$. The form $d^2E/dx\,dy=\mathcal L_{xy}+\mathcal L_{x\lambda}\lambda^y$ uses the response of all of $\lambda$, multipliers included, to one of the two perturbations. Differentiating $\partial\mathcal L/\partial\lambda=0$ in $y$ gives $\mathcal L_{y\lambda}\lambda^x+\lambda^x\mathcal L_{\lambda\lambda}\lambda^y=0$, and adding this yields the symmetric form $\mathcal L_{xy}+\mathcal L_{x\lambda}\lambda^y+\mathcal L_{y\lambda}\lambda^x+\lambda^x\mathcal L_{\lambda\lambda}\lambda^y$. There the responses of $z$ and $W$ multiply total derivatives of the conditions (2), which vanish, so the responses of $C$ and $T$ to both perturbations suffice.

## A.10 Worked example: distorted water, 6-31G

The bonds are 1.8055 and 1.9007 bohr, the angle is 105.12°, and all electrons are correlated. There are 13 basis functions, 5 occupied and 8 virtual orbitals, so $A$ has dimension $5\times8=40$ and $3N=9$. The numerical check asserts, to $10^{-6}$ au against four-point finite differences of step $10^{-3}$ au, the action of $A$, the matrix $X$, $dD/dx$, the gradient, the dipole, the stationarity of $\mathcal L$ in $C$ and equation (13), for two references and $c=0,1$. The checks of $A$, $X$, the stationarity of $\mathcal L$ and (13) are each made along one random direction; the others cover every component. It evaluates (1) with explicit $F^{(x)}$ and does not use the $\Gamma$ form.

**MP2 on Hartree–Fock orbitals.** The energy is $-75.9817613-0.1308734=-76.1126347$ Eh. The lowest eigenvalue of $A$ is 0.348 Eh, $|L|=0.1013$ Eh and $|z|=0.0753$. For the $y$ coordinate of the first hydrogen, (1) reads

$$0.1862871-0.0003735-0.2080855=-0.0221719\ \text{Eh/bohr},$$

or $-0.0221719\times51.4221=-1.140$ eV/Å. The route (6) gives $0.1862871-0.2098324+0.0013735=-0.0221718$ Eh/bohr, the same within rounding. The response term $L\cdot U=0.0013735$ splits into $z\cdot F^{(x)}=-0.0003735$ and $0.0017470$ that moves into $W$, which matches $-0.2080855+0.2098324=0.0017469$. The largest deviation from finite differences of reconverged energies is $4\times10^{-11}$ Eh/bohr. The deviation from the MP2 gradient of pyscf is larger, $1.2\times10^{-7}$ Eh/bohr, within the asserted $10^{-6}$ Eh/bohr; the program does not trace its origin.

Frozen Löwdin orbitals miss this component by 0.0009111 Eh/bohr, which is $0.0009111/0.0221719=4.1\%$ of it, and the largest miss among the nine is 0.0059 Eh/bohr. The dipole is 2.53 D relaxed and 2.61 D unrelaxed, a difference of 3.1% of the relaxed value. The numbers of this section belong to the 6-31G basis and test the formulas; they are not converged properties of water. In aug-cc-pVDZ and cc-pVTZ the same MP2 gradient component is $-0.339$ and $+0.032$ eV/Å, and the dipole along the same direction is 1.87 and 1.93 D relaxed, 1.97 and 2.00 D unrelaxed. The largest element, $|z|=0.0423$ for orbitals 4 and 6, compares with the uncoupled estimate $|L_{ai}|/(\varepsilon_a-\varepsilon_i)=0.023416/0.75353=0.0311$, which is 26% lower, and using the uncoupled estimate for every element of $z$, with $W$ from (11), moves this gradient component to $-0.0229177$ Eh/bohr, an error of 3.4%, and the relaxed dipole to 2.54 D. For gradients of the accuracy sought here the kernel cannot be dropped from (10).

Along a random unit direction in the nine coordinates, the frozen Lagrangian differs from the true energy by $-4.76\times10^{-8}$ Eh at $h=10^{-3}$ bohr and $-1.905\times10^{-7}$ Eh at $2h$. The ratio is 4.002, close to the 4 of a quadratic difference and in agreement with (12). The Löwdin energy departs linearly with slope $-0.0020742$ Eh/bohr, from both finite differences and (13), which is $-2.1\times10^{-6}$ Eh at $h$ to first order.

**Hartree–Fock expression on LDA orbitals.** The reference is Slater exchange with VWN5 correlation on 17824 fixed grid points. The energy $-75.9776164$ Eh lies $0.0041449$ Eh above the Hartree–Fock minimum $-75.9817613$ Eh, as the variational principle demands in sign. The lowest eigenvalue of $A$ is 0.283 Eh, $|L|=0.509$ Eh and $|z|=0.159$. The same gradient component is

$$0.2044737+0.0014963-0.2091176=-0.0031476\ \text{Eh/bohr},$$

against the unrounded and finite-difference value $-0.0031475$ Eh/bohr, or $-0.162$ eV/Å. The Löwdin error, $-0.0027525$ Eh/bohr, is 87% of this small component. The unrelaxed density is the LDA density itself, with 2.51 D, and the relaxed dipole is 2.68 D; the $z$ component moves by $1.0511-0.9861=0.0650$ $e\,$bohr. The gradient summed over atoms reaches $5\times10^{-7}$ Eh/bohr, against $6\times10^{-16}$ for MP2. Each component agrees with finite differences to $3\times10^{-10}$ Eh/bohr, so the violation belongs to the fixed-grid energy and not to (1).

Preconditioned conjugate gradients, stopped at a residual norm of $10^{-10}$, took 118 kernel builds for the nine response equations and 11 for the Z-vector with Hartree–Fock orbitals, and 81 against 9 with LDA orbitals. These counts cover the iterations only, and exclude the nine builds $G[2S^x_{oo}]$ on one side and the single build $G[Z]$ on the other. For Hartree–Fock itself the solver needed no iteration, since $L=0$.

## Computed values

```
R(O)/bohr:   0.0000000   0.0000000   0.0000000
R(H)/bohr:   0.3000000   1.4000000   1.1000000
R(H)/bohr:  -0.2000000  -1.5000000   1.1500000
r1 1.8055 bohr, r2 1.9007 bohr, angle 105.12 deg
6-31G: nao 13, occ 5, virt 8, dim A 40, 3N 9, grid points 17824
1 Eh/bohr = 51.4221 eV/A, 1 e*bohr = 2.54175 D, FD step 1e-03 au
== HF orbitals: HOMO -0.49991 Eh, LUMO 0.19771 Eh, min eig A 0.34843 Eh
max dev vs FD: A*kappa 3.8e-12 Eh, dD/dx 5.7e-08 1/bohr; kernel builds, 9 solves: 118
-- HF orbitals, c=0: E_HF -75.9817613, c*E2 -0.0000000, E -75.9817613 Eh
|L| 0.000000 Eh, |z| 0.000000, kernel builds for z 0
max dev vs FD: gradient 4.2e-11 Eh/bohr, dipole 2.0e-11 e*bohr
-- HF orbitals, c=1: E_HF -75.9817613, c*E2 -0.1308734, E -76.1126347 Eh
|L| 0.101340 Eh, |z| 0.075250, kernel builds for z 11
max dev vs FD: gradient 4.4e-11 Eh/bohr, dipole 2.4e-11 e*bohr
largest |z| 0.042259 (MO 4->6): |L| 0.023416 Eh, gap 0.75353 Eh, |L|/gap 0.031075
H1 y /(Eh/bohr): E^(x) 0.1862871, z.F^(x) -0.0003735, -W.S^x -0.2080855
H1 y /(Eh/bohr): overlap terms -0.2098324, L.U 0.0013735, -z.B 0.0013735
H1 y: Z-vector -0.0221719, FD -0.0221719 Eh/bohr = -1.14012 eV/A
grad O /(Eh/bohr):   0.0059140   0.0372246  -0.0103067
grad H /(Eh/bohr):  -0.0043145  -0.0221719  -0.0090481
grad H /(Eh/bohr):  -0.0015995  -0.0150528   0.0193549
frozen Lowdin error: H1 y 0.0009111, max 0.0059256 Eh/bohr
max |sum of gradient over atoms| 5.8e-16 Eh/bohr
random C variation: dE/dt -3.08915 Eh, dLag/dt -1.4e-11 Eh
frozen Lag - E: h -4.7604e-08, 2h -1.9050e-07 Eh, ratio 4.002
slope of E_Lowdin - E: FD -0.0020742, formula -0.0020742 Eh/bohr
mu relaxed   /(e*bohr):   0.0489971  -0.0164403   0.9942321
mu unrelaxed /(e*bohr):   0.0502003  -0.0187467   1.0249695
|mu| relaxed 2.5305 D, unrelaxed 2.6088 D
max dev vs pyscf MP2 gradient 1.2e-07 Eh/bohr
== LDA orbitals: HOMO -0.22835 Eh, LUMO 0.02536 Eh, min eig A 0.28346 Eh
max dev vs FD: A*kappa 2.4e-12 Eh, dD/dx 7.8e-08 1/bohr; kernel builds, 9 solves: 81
-- LDA orbitals, c=0: E_HF -75.9776164, c*E2 -0.0000000, E -75.9776164 Eh
|L| 0.509166 Eh, |z| 0.158868, kernel builds for z 9
max dev vs FD: gradient 3.0e-10 Eh/bohr, dipole 1.8e-10 e*bohr
largest |z| 0.099045 (MO 4->6): |L| 0.029564 Eh, gap 0.31777 Eh, |L|/gap 0.093036
H1 y /(Eh/bohr): E^(x) 0.2044737, z.F^(x) 0.0014963, -W.S^x -0.2091176
H1 y /(Eh/bohr): overlap terms -0.2040726, L.U -0.0035487, -z.B -0.0035487
H1 y: Z-vector -0.0031475, FD -0.0031475 Eh/bohr = -0.16185 eV/A
grad O /(Eh/bohr):   0.0039641   0.0371542  -0.0474610
grad H /(Eh/bohr):  -0.0000308  -0.0031475   0.0098691
grad H /(Eh/bohr):  -0.0039336  -0.0340068   0.0375913
frozen Lowdin error: H1 y -0.0027525, max 0.0112126 Eh/bohr
max |sum of gradient over atoms| 5.4e-07 Eh/bohr
random C variation: dE/dt 7.50470 Eh, dLag/dt 5.9e-12 Eh
frozen Lag - E: h -3.8067e-08, 2h -1.5233e-07 Eh, ratio 4.002
slope of E_Lowdin - E: FD 0.0052151, formula 0.0052151 Eh/bohr
mu relaxed   /(e*bohr):   0.0512009  -0.0208437   1.0511306
mu unrelaxed /(e*bohr):   0.0487110  -0.0156456   0.9861070
|mu| relaxed 2.6754 D, unrelaxed 2.5098 D
-- LDA orbitals, c=1: E_HF -75.9776164, c*E2 -0.2142161, E -76.1918326 Eh
|L| 0.445472 Eh, |z| 0.060032, kernel builds for z 9
max dev vs FD: gradient 4.4e-10 Eh/bohr, dipole 8.1e-11 e*bohr
```
